# The Macroscopic Current from the Augmented Dipole in Ultrasoft Pseudopotentials: verification in Python

```python
# Result under test: for ultrasoft orbitals with i S dpsi/dt = H psi, the
# electron velocity is v = -i (X S^-1 H - H S^-1 X), X = augmented position.
# The electric current is -v per volume (electron charge -1, atomic units).
# Q_ij(x): augmentation functions; beta_i: projectors; q_ij, d_ij: charge and
# centre-relative dipole of Q_ij; D = X - x S: short-ranged part of X.
# A, E = -dA/dt: vector potential and field. All models are one-dimensional.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import simpson
from scipy.constants import physical_constants

# ---------- pulse and integrator ----------
A0, omega, duration, steps = 0.1, 0.3, 20.0, 2000
dt = duration / steps


def vector_potential(t):
    return A0 * np.sin(np.pi*t/duration)**2 * np.cos(omega*(t - duration/2))


def field(t):
    s, c = np.sin(np.pi*t/duration), np.cos(np.pi*t/duration)
    arg = omega * (t - duration/2)
    return -A0 * (2*np.pi/duration*s*c*np.cos(arg) - omega*s*s*np.sin(arg))


def rk4(rate, t, y):
    k1 = rate(t, y)
    k2 = rate(t + dt/2, y + dt/2*k1)
    k3 = rate(t + dt/2, y + dt/2*k2)
    k4 = rate(t + dt, y + dt*k3)
    return y + dt/6*(k1 + 2*k2 + 2*k3 + k4)


# ---------- finite two-centre model on a sinc grid ----------
h = 0.25
x = h * np.arange(-48, 49)
N = len(x)
diff = np.subtract.outer(np.arange(N), np.arange(N))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2/(6*h*h), sign/(h*h*safe**2))
momentum = -1j * np.where(diff == 0, 0.0, sign/(h*safe))

centres = [-1.5, 1.5]
width, sigma = 0.5, 0.4
q_s, q_p, d_sp = 0.4, 0.3, 0.2
D_s, D_p = -0.3, 0.2
depth, coupling = 1.0, 0.2

B = np.zeros((N, 4))
Q = np.zeros((4, 4, N))
v_local = np.zeros(N)
for n, R in enumerate(centres):
    u = x - R
    beta_s = (np.pi*width**2)**-0.25 * np.exp(-u*u/(2*width**2))
    B[:, 2*n] = np.sqrt(h) * beta_s
    B[:, 2*n+1] = np.sqrt(h) * np.sqrt(2)/width * u * beta_s
    g = np.exp(-u*u/(2*sigma**2)) / np.sqrt(2*np.pi*sigma**2)
    Q[2*n, 2*n] = q_s * g
    Q[2*n+1, 2*n+1] = q_p * g
    Q[2*n, 2*n+1] = Q[2*n+1, 2*n] = d_sp * u * g / sigma**2
    v_local -= depth * np.exp(-u*u/2)
Qflat = Q.reshape(16, N)


def augment(values):
    """Operator whose expectation value is the integral of values*density."""
    return np.diag(values) + B @ (h*Qflat @ values).reshape(4, 4) @ B.T


S = augment(np.ones(N))
X = augment(x)
S_inv = np.linalg.inv(S)
H0 = kinetic + augment(v_local) + B @ np.diag([D_s, D_p, D_s, D_p]) @ B.T
s_min = np.linalg.eigvalsh(S)[0]
assert s_min > 0

# short-ranged part of X, built from its own definition
D_short = np.zeros((N, N))
for n, R in enumerate(centres):
    b = B[:, 2*n:2*n+2]
    block = Q[2*n:2*n+2, 2*n:2*n+2]
    q_block = h * block.sum(axis=2)
    d_block = h * (block * (x - R)).sum(axis=2)
    D_short += ((R - x)[:, None]*b @ q_block + b @ d_block) @ b.T
assert np.max(abs(X - x[:, None]*S - D_short)) < 1e-10


def velocity_operator(pos, s_inv, ham):
    m = pos @ s_inv @ ham
    return -1j * (m - m.conj().T)


V_op = velocity_operator(X, S_inv, H0)
shifted = velocity_operator(augment(x + 7.0), S_inv, H0)
assert np.max(abs(V_op - shifted)) < 1e-8
periodic_form = (-1j*(x[:, None]*H0 - H0*x[None, :])
                 + velocity_operator(D_short, S_inv, H0))
assert np.max(abs(V_op - periodic_form)) < 1e-8
# with S = 1 and a local potential the momentum must come back
plain = velocity_operator(np.diag(x), np.eye(N), kinetic + np.diag(v_local))
assert np.max(abs(plain - momentum)) < 1e-9


def density(c):
    a = B.T @ c
    return 2*(abs(c)**2/h + np.outer(a.conj(), a).real.ravel() @ Qflat)


def mean_field(c):
    v = coupling * density(c)
    return v*c + B @ ((h*Qflat @ v).reshape(4, 4) @ (B.T @ c))


n_old = np.zeros(N)
for _ in range(80):
    eps, vec = eigh(H0 + augment(coupling*n_old), S)
    n_new = density(vec[:, 0])
    scf_change = np.max(abs(n_new - n_old))
    n_old = 0.5*n_old + 0.5*n_new
assert scf_change < 1e-8
ground = vec[:, 0].astype(complex)


def rate_length(t, c):
    return -1j * (S_inv @ (H0 @ c + mean_field(c) + field(t)*(X @ c)))


def rate_velocity(t, phi):
    phase = np.exp(1j*vector_potential(t)*x)
    c = phase * phi
    total = H0 @ c + mean_field(c) + field(t)*(D_short.T @ c)
    return phase.conj() * (-1j * (S_inv @ total))


def current_set(c):
    """Total velocity: formula, bare momentum, no S^-1, no mean field."""
    bra = c.conj() @ X
    h0c = H0 @ c
    hc = h0c + mean_field(c)
    return [4*(bra @ (S_inv @ hc)).imag,
            2*(c.conj() @ momentum @ c).real,
            4*(bra @ hc).imag,
            4*(bra @ (S_inv @ h0c)).imag]


c = ground.copy()
dipole, currents = [], []
for n in range(steps + 1):
    dipole.append(h*np.sum(x*density(c)))
    currents.append(current_set(c))
    if n == steps//2:
        middle = c.copy()
    if n < steps:
        c = rk4(rate_length, n*dt, c)
dipole, currents = np.array(dipole), np.array(currents)
norm_error = abs((c.conj() @ S @ c).real - 1)
assert norm_error < 1e-7
slope = (dipole[:-4] - 8*dipole[1:-3] + 8*dipole[3:-1] - dipole[4:])/(12*dt)
inner = currents[2:-2]
peak = np.max(abs(slope))
errors = np.max(abs(inner - slope[:, None]), axis=0)
assert peak > 1e-3
assert errors[0] < 1e-6
assert min(errors[1:]) > 1e-5

phi = ground.copy()
for n in range(steps//2):
    phi = rk4(rate_velocity, n*dt, phi)
back = np.exp(1j*vector_potential(duration/2)*x) * phi
gauge_error = np.max(abs(back - middle))
assert gauge_error < 1e-6

# ---------- relation to the all-electron momentum ----------
Delta = np.zeros((N, 4))
for n, R in enumerate(centres):
    u = x - R
    env = 0.6*np.sqrt(h)*np.exp(-u*u/(2*0.3**2))
    Delta[:, 2*n], Delta[:, 2*n+1] = env*np.cos(4*u), env*np.sin(4*u)
T = np.eye(N) + Delta @ B.T
S_T = T.T @ T
H_T = T.T @ (kinetic + np.diag(v_local)) @ T
X_T = T.T @ (x[:, None]*T)
P_T = T.T @ momentum @ T
full_error = np.max(abs(velocity_operator(X_T, np.linalg.inv(S_T), H_T) - P_T))
assert full_error < 1e-7

n_basis = 24
U = np.linalg.eigh(kinetic)[1][:, :n_basis]
s_b, h_b, x_b, p_b = [U.T @ m @ U for m in (S_T, H_T, X_T, P_T)]
e_b, c_b = eigh(h_b, s_b)


def truncated_state(t):
    return (np.exp(-1j*e_b[0]*t)*c_b[:, 0]
            + 1j*np.exp(-1j*e_b[1]*t)*c_b[:, 1])/np.sqrt(2)


def expect(op, state):
    return (state.conj() @ op @ state).real


tau = 1e-3
v_trunc = expect(velocity_operator(x_b, np.linalg.inv(s_b), h_b),
                 truncated_state(0))
slope_trunc = (expect(x_b, truncated_state(tau))
               - expect(x_b, truncated_state(-tau)))/(2*tau)
p_trunc = expect(p_b, truncated_state(0))
assert abs(v_trunc - slope_trunc) < 1e-6
assert abs(v_trunc - p_trunc) > 1e-5

# ---------- crystal in plane waves ----------
a_lat, v_cos, n_k = 4.0, -0.5, 8
G = 2*np.pi/a_lat*np.arange(-7, 8)
q_mat = np.diag([q_s, q_p])
d_mat = np.array([[0, d_sp], [d_sp, 0]])
D_ion = np.diag([D_s, D_p])
eye_G = np.eye(len(G))
V_G = v_cos/2*(np.eye(len(G), k=1) + np.eye(len(G), k=-1))


def crystal(k):
    K = np.atleast_1d(k)[:, None] + G
    bs = ((np.pi*width**2)**-0.25*np.sqrt(2*np.pi/a_lat)*width
          * np.exp(-K*K*width**2/2))
    dbs = -K*width**2*bs
    b = np.stack([bs, -1j*np.sqrt(2)*width*K*bs], axis=-1)
    db = np.stack([dbs, -1j*np.sqrt(2)*width*(bs + K*dbs)], axis=-1)
    bh = b.conj().transpose(0, 2, 1)
    Sk = eye_G + b @ q_mat @ bh
    Hk = (K*K/2)[:, :, None]*eye_G + V_G + b @ D_ion @ bh
    half = db @ D_ion @ bh
    dH = K[:, :, None]*eye_G + half + half.conj().transpose(0, 2, 1)
    Dk = (-1j*db @ q_mat + b @ d_mat) @ bh
    return K, Hk, Sk, dH, Dk


def apply(m, y):
    return (m @ y[..., None])[..., 0]


def solve(m, y):
    return np.linalg.solve(m, y[..., None])[..., 0]


def crystal_velocity(k, y):
    K, Hk, Sk, dH, Dk = crystal(k)
    hy = apply(Hk, y)
    part = np.sum(y.conj()*apply(dH, y), axis=1).real
    z = np.sum(y.conj()*apply(Dk, solve(Sk, hy)), axis=1)
    energy = np.sum(y.conj()*hy, axis=1).real
    bare = np.sum(K*abs(y)**2, axis=1)
    return part + 2*z.imag, part, bare, energy


k_test, dk = 0.3, 1e-4


def bands(k):
    _, Hk, Sk, _, _ = crystal(k)
    return eigh(Hk[0], Sk[0])


band_e, band_c = bands(k_test)
band_slope = (bands(k_test+dk)[0] - bands(k_test-dk)[0])[:3]/(2*dk)
band_v = np.array([[r[0] for r in crystal_velocity(k_test, band_c[:, [n]].T)]
                   for n in range(3)])
assert np.max(abs(band_v[:, 0] - band_slope)) < 1e-6
assert np.max(abs(band_v[:, 1] - band_slope)) > 1e-3

k_mesh = 2*np.pi/a_lat*((np.arange(n_k) + 0.5)/n_k - 0.5)
solutions = [bands(k) for k in k_mesh]
y = np.array([s[1][:, 0] for s in solutions], dtype=complex)
gap = min(s[0][1] for s in solutions) - max(s[0][0] for s in solutions)


def rate_crystal(t, y):
    _, Hk, Sk, _, Dk = crystal(k_mesh + vector_potential(t))
    extra = field(t)*Dk.conj().transpose(0, 2, 1)
    return -1j*solve(Sk, apply(Hk + extra, y))


record = []
for n in range(steps + 1):
    v, part, bare, energy = crystal_velocity(
        k_mesh + vector_potential(n*dt), y)
    record.append([-2*v.mean()/a_lat, -2*part.mean()/a_lat,
                   -2*bare.mean()/a_lat, 2*energy.mean()])
    if n < steps:
        y = rk4(rate_crystal, n*dt, y)
record = np.array(record)
times = dt*np.arange(steps + 1)
S_end = crystal(k_mesh + vector_potential(duration))[2]
crystal_norm = np.max(abs(np.sum(y.conj()*apply(S_end, y), axis=1) - 1))
assert crystal_norm < 1e-7
half_n = steps//2
work_half = a_lat*simpson((record[:, 0]*field(times))[:half_n+1], dx=dt)
work_end = a_lat*simpson(record[:, 0]*field(times), dx=dt)
gain_half = record[half_n, 3] - record[0, 3]
gain_end = record[-1, 3] - record[0, 3]
assert abs(work_half - gain_half) < 1e-7
assert abs(work_end - gain_end) < 1e-7
J_peak = np.max(abs(record[:, 0]))
J_dev = np.max(abs(record[:, 1:3] - record[:, :1]), axis=0)
assert min(J_dev) > 1e-5
mA = 1e3*physical_constants['atomic unit of current'][0]

# ---------- output ----------
print("All values in atomic units unless a unit is given")
print(f"pulse: A0 {A0}, frequency {omega}, duration {duration}, step {dt}")
print(f"peak field on time grid: {np.max(abs(field(times))):.5f}")
print(f"grid spacing {h}, points {N}, centres {centres}")
print(f"projector width {width}, augmentation width {sigma}")
print(f"q_s {q_s}, q_p {q_p}, d_sp {d_sp}, D_s {D_s}, D_p {D_p}")
print(f"well depth {depth} (width 1), mean-field coupling {coupling}")
print(f"smallest eigenvalue of S: {s_min:.6f}")
print(f"lowest two orbital energies: {eps[0]:.6f} {eps[1]:.6f} hartree")
print("FINITE: time, field, dipole integral, its slope, formula, bare p")
for t_show in (4, 8, 10, 12, 16):
    n = int(round(t_show/dt))
    print(f"  {t_show:4d} {field(t_show):9.5f} {dipole[n]:10.6f}"
          f" {slope[n-2]:10.6f} {currents[n, 0]:10.6f} {currents[n, 1]:10.6f}")
print(f"peak dipole slope: {peak:.6f}")
print(f"max error of formula: {errors[0]:.1e}")
for label, e in zip(("bare momentum", "without S^-1", "without mean field"),
                    errors[1:]):
    print(f"max error {label}: {e:.6f} = {100*e/peak:.2f} % of peak")
print(f"norm error {norm_error:.1e}, two-gauge difference {gauge_error:.1e}")
print(f"TRANSFORMATION: full-basis operator difference {full_error:.1e}")
print(f"truncated basis, {n_basis} functions of {N}:")
print(f"  formula {v_trunc:.6f}, dipole slope {slope_trunc:.6f}")
print(f"  transformed momentum {p_trunc:.6f}")
print(f"CRYSTAL: lattice constant {a_lat} bohr, cosine amplitude {v_cos}")
print(f"plane waves {len(G)}, k points {n_k}, gap on mesh {gap:.5f} hartree")
print(f"k = {k_test}: band, energy, slope, formula, <dH/dk>, bare p")
for n in range(3):
    print(f"  {n+1} {band_e[n]:10.6f} {band_slope[n]:10.6f}"
          f" {band_v[n, 0]:10.6f} {band_v[n, 1]:10.6f} {band_v[n, 2]:10.6f}")
print("time, A, macroscopic current J, J from <dH/dk>, J from bare p")
for t_show in (4, 8, 10, 12, 16):
    r = record[int(round(t_show/dt))]
    print(f"  {t_show:4d} {vector_potential(t_show):9.5f}"
          f" {r[0]:10.6f} {r[1]:10.6f} {r[2]:10.6f}")
print(f"peak |J|: {J_peak:.6f} = {J_peak*mA:.5f} mA")
print(f"max deviation of J from <dH/dk>: {J_dev[0]:.6f}")
print(f"max deviation of J from bare p: {J_dev[1]:.6f}")
print(f"mid-pulse work, energy gain per cell: {work_half:.8f}"
      f" {gain_half:.8f} hartree")
print(f"final work, energy gain per cell: {work_end:.8f}"
      f" {gain_end:.8f} hartree")
print(f"crystal norm error: {crystal_norm:.1e}")
print("all good")
```

It prints:

```
All values in atomic units unless a unit is given
pulse: A0 0.1, frequency 0.3, duration 20.0, step 0.01
peak field on time grid: 0.02656
grid spacing 0.25, points 97, centres [-1.5, 1.5]
projector width 0.5, augmentation width 0.4
q_s 0.4, q_p 0.3, d_sp 0.2, D_s -0.3, D_p 0.2
well depth 1.0 (width 1), mean-field coupling 0.2
smallest eigenvalue of S: 1.000000
lowest two orbital energies: -0.866620 -0.715209 hartree
FINITE: time, field, dipole integral, its slope, formula, bare p
     4  -0.00670  -0.031078  -0.004729  -0.004729  -0.004644
     8  -0.02294   0.140896   0.096285   0.096285   0.084876
    10  -0.00000   0.351476   0.101729   0.101729   0.090040
    12   0.02294   0.494883   0.030533   0.030533   0.027159
    16   0.00670   0.213186  -0.148030  -0.148030  -0.130341
peak dipole slope: 0.156193
max error of formula: 2.7e-11
max error bare momentum: 0.018694 = 11.97 % of peak
max error without S^-1: 0.049600 = 31.76 % of peak
max error without mean field: 0.000079 = 0.05 % of peak
norm error 1.2e-11, two-gauge difference 5.0e-12
TRANSFORMATION: full-basis operator difference 6.2e-14
truncated basis, 24 functions of 97:
  formula 0.349071, dipole slope 0.349071
  transformed momentum 0.362328
CRYSTAL: lattice constant 4.0 bohr, cosine amplitude -0.5
plane waves 15, k points 8, gap on mesh 0.72000 hartree
k = 0.3: band, energy, slope, formula, <dH/dk>, bare p
  1  -0.217957   0.132747   0.132747   0.132386   0.120178
  2   0.798443  -0.960175  -0.960175  -0.935901  -0.909477
  3   1.604792   1.696248   1.696248   1.595804   1.588934
time, A, macroscopic current J, J from <dH/dk>, J from bare p
     4  -0.00785  -0.002684  -0.002610  -0.002181
     8   0.07465  -0.003286  -0.003251  -0.002942
    10   0.10000   0.017977   0.017600   0.015150
    12   0.07465   0.019178   0.018817   0.016365
    16  -0.00785  -0.023706  -0.023249  -0.020157
peak |J|: 0.023719 = 0.15710 mA
max deviation of J from <dH/dk>: 0.000459
max deviation of J from bare p: 0.003557
mid-pulse work, energy gain per cell: 0.00273479 0.00273479 hartree
final work, energy gain per cell: 0.00410145 0.00410145 hartree
crystal norm error: 9.9e-15
all good
```
